**Numerical test of the one-loop self-energy of S states**

The program tests the shift $(\alpha/\pi)(Z\alpha)^4(m/n^3)F$ with $F=\frac43\ln(Z\alpha)^{-2}-\frac43\ln k_0+\frac{10}9$, where $m$ is the electron mass, $Z$ the fixed point charge, $n$ the principal quantum number and $\ln k_0$ the Bethe logarithm. It evaluates the one-loop vertex with explicit Dirac matrices and asserts the slopes of $F_1$ and $G_E$, the value $F_2(0)=\alpha/2\pi$ and the nonrelativistic form of the Pauli term. It asserts the soft-photon constant $5/6$ and the contact limit of a massive photon acting on the bound electron. For 1S, the Bethe logarithm from a basis-set resolvent is asserted to agree with a sum over the discrete and continuous spectrum, and both give 2.98413. With widely separated scales, the numerical low part, loop slope and soft subtraction are added and asserted to agree with the closed formula for 1S and 2S; for 2S the formula uses the basis-set Bethe logarithm itself, which is not checked independently. The output gives the constant as 1.1111 with the $G_E$ slope and 0.6111 with the $F_1$ slope alone. For $Z=1$ the formula yields shifts of 8344 MHz for 1S and 1066 MHz for 2S, without vacuum polarization, recoil or higher orders.

## Check in Python

```python
"""
Self-energy of an nS electron bound to a fixed point charge Z (one loop):
  shift = (alpha/pi) (Z alpha)^4 (m/n^3) * F,
  F = (4/3) ln (Z alpha)^-2 - (4/3) ln k0 + 10/9.
ln k0 : Bethe logarithm, excitation energies in units of (Z alpha)^2 m / 2.
G_E = F1 + q^2 F2/(4 m^2) : electric form factor of the electron.
lam : photon mass (infrared regulator);  K : photon momentum cutoff.
Loop part: units m = 1.  Bound-state part: Coulomb units, in which energies
are in (Z alpha)^2 m and momenta of the electron in Z alpha m.
Vacuum polarization, recoil and higher orders are not included.
"""
import numpy as np
from math import factorial, log, pi, sqrt
from scipy import constants as const


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


# ---------- one-loop vertex from explicit Dirac matrices ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
gamma = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
                 + [np.block([[zero2, s], [-s, zero2]]) for s in pauli])
metric = np.array([1.0, -1.0, -1.0, -1.0])
one4 = np.eye(4)


def slash(vec):
    return np.einsum('...i,iab->...ab', vec * metric, gamma)


def loop_vertex(mu, Q, lam, spin_out):
    """Vertex / tree vertex in units alpha/(2 pi), frame with p' = -p = Q/2.
    A constant independent of Q and mu (ultraviolet part) is dropped."""
    energy = sqrt(1 + Q * Q / 4)
    p_in = np.array([energy, 0, 0, -Q / 2])
    p_out = np.array([energy, 0, 0, Q / 2])
    q = p_out - p_in
    u_in = (slash(p_in) + one4) @ one4[0] / sqrt(energy + 1)
    u_out = (slash(p_out) + one4) @ one4[spin_out] / sqrt(energy + 1)
    ubar = u_out.conj() @ gamma[0]
    tree = ubar @ gamma[mu] @ u_in
    t, wt = gauss(0, np.arcsinh(1 / lam), 240)
    f, wf = gauss(0, 1, 14)
    s = np.repeat(lam * np.sinh(t), len(f))
    weight = np.repeat(wt * lam * np.cosh(t), len(f)) * s * np.tile(wf, len(t))
    frac = np.tile(f, len(t))
    x, y, z = s * frac, s * (1 - frac), 1 - s
    delta = x * y * Q * Q + s * s + z * lam * lam
    k_in = np.outer(z, p_in) - np.outer(y, q)
    prop_in = slash(k_in) + one4
    prop_out = slash(k_in + q) + one4
    numer = 0
    for nu in range(4):
        left = np.einsum('a,nab->nb', ubar @ gamma[nu], prop_out) @ gamma[mu]
        right = np.einsum('nab,b->na', prop_in, gamma[nu] @ u_in)
        numer = numer + metric[nu] * np.sum(left * right, axis=1)
    # part quadratic in the loop momentum, averaged over directions
    quad = sum(metric[a] * metric[b] * gamma[a] @ gamma[b] @ gamma[mu]
               @ gamma[b] @ gamma[a] for a in range(4) for b in range(4)) / 4
    quad = ubar @ quad @ u_in
    value = (-numer / (2 * delta) - quad * np.log(delta)) / tree
    return float(np.sum(weight * value).real)


def electric_slope(lam):
    """dG_E/dq^2 at q^2 = 0 in units alpha/(2 pi m^2)."""
    base = loop_vertex(0, 0.0, lam, 0)
    d1, d2 = [(loop_vertex(0, Q, lam, 0) - base) / (-Q * Q)
              for Q in (0.1, 0.05)]
    return (4 * d2 - d1) / 3


lam = 1e-16
slope_GE = electric_slope(lam)
Q_small = 0.01
F2_zero = ((loop_vertex(1, Q_small, lam, 1) - loop_vertex(0, Q_small, lam, 0))
           / (1 + Q_small**2 / 4))
slope_F1 = slope_GE - F2_zero / 4
assert abs(F2_zero - 1) < 1e-3            # finite Q_small
assert abs(slope_GE - 2 / 3 * log(1 / lam)) < 1e-3
assert abs(slope_F1 - 2 / 3 * (log(1 / lam) - 3 / 8)) < 1e-3
slope_GE_2 = electric_slope(1e-6)
assert abs(slope_GE_2 - 2 / 3 * log(1e6)) < 1e-3

# ---------- nonrelativistic reduction of the Pauli term ----------
p3 = np.array([0.006, -0.003, 0.004])
pp3 = np.array([-0.002, 0.005, 0.007])
q3 = pp3 - p3


def unit_spinors(mom):
    four = np.concatenate([[sqrt(1 + mom @ mom)], mom])
    cols = (slash(four) + one4)[:, :2]
    return four, cols / np.linalg.norm(cols[:, 0])


four_in, U_in = unit_spinors(p3)
four_out, U_out = unit_spinors(pp3)
q_low = (four_out - four_in) * metric
pauli_term = sum(-0.5 * (gamma[0] @ gamma[v] - gamma[v] @ gamma[0]) * q_low[v]
                 for v in range(4)) / 2
reduced = U_out.conj().T @ gamma[0] @ pauli_term @ U_in
expected = (-(q3 @ q3) / 4 * np.eye(2)
            + 0.5j * np.einsum('i,iab->ab', np.cross(q3, p3), pauli))
pauli_error = np.max(abs(reduced - expected)) / np.max(abs(expected))
assert pauli_error < 1e-3                 # next order in p^2/m^2

# ---------- soft vertex with photon mass ----------


def soft_integral(K, mass):
    t, w = gauss(0, np.arcsinh(K / mass), 200)
    k = mass * np.sinh(t)
    omega = np.sqrt(k * k + mass * mass)
    return np.sum(w * omega * k**2 / omega**3 * (1 - k**2 / (3 * omega**2)))


soft_ratio = 1e4
soft_value = soft_integral(soft_ratio, 1.0)
soft_constant = log(2 * soft_ratio) - 1.5 * soft_value
assert abs(soft_constant - 5 / 6) < 1e-6

# ---------- bound-state response in a basis r^2 exp(-a r), l = 1 ----------
expo = 0.5 * 1.4 ** np.arange(-7, 72)
norm = np.sqrt((2 * expo)**5 / 24)
pair = expo[:, None] + expo[None, :]
nn = np.outer(norm, norm)
overlap = nn * 24 / pair**5
kinetic = 0.5 * np.outer(expo, expo) * overlap
attraction = nn * 6 / pair**4


class SState:
    """R(r) = sum_j c_j r^j exp(-r/n); grad = r R', force = (H - E) grad."""

    def __init__(self, n, coef):
        self.n, self.E = n, -0.5 / n**2
        s = expo + 1 / n
        self.grad = norm * sum(
            c * (j * factorial(j + 2) / s**(j + 3)
                 - factorial(j + 3) / (n * s**(j + 4)))
            for j, c in enumerate(coef))
        self.force = -norm * sum(c * factorial(j + 1) / s**(j + 2)
                                 for j, c in enumerate(coef))
        self.M = coef[0]**2 / 2           # <p (H-E) p> = R(0)^2 / 2

    def solve(self, k):
        d = np.sqrt(expo**2 / 2 + k + 1)
        mat = kinetic - attraction + (k - self.E) * overlap
        return np.linalg.solve(mat / np.outer(d, d), self.force / d) / d

    def direct(self, k):
        """<p (H-E)/(H-E+k) p>"""
        return self.grad @ self.solve(k)

    def remainder(self, k):
        """<p (H-E)^2/(H-E+k) p>"""
        return self.force @ self.solve(k)

    def response(self, k):
        if k < 1:
            return self.direct(k)
        return (self.M - self.remainder(k)) / k

    def low_integral(self, K):
        """integral of the response over photon momentum, 0 to K > 1"""
        k, w = gauss(0, 1, 60)
        first = sum(wi * self.direct(ki) for ki, wi in zip(k, w))
        t, w = gauss(0, log(K), 120)
        rest = sum(wi * self.remainder(np.exp(ti)) for ti, wi in zip(t, w))
        return first + self.M * log(K) - rest

    def bethe_log(self):
        K = 1e16
        return log(2) + log(K) - self.low_integral(K) / self.M


states = {1: SState(1, [2.0]),
          2: SState(2, [1 / sqrt(2), -1 / (2 * sqrt(2))])}
for st in states.values():
    assert abs(st.direct(1.0) - (st.M - st.remainder(1.0))) < 1e-5 * st.M
lnk0 = {n: st.bethe_log() for n, st in states.items()}

# ---------- 1S Bethe logarithm from the exact spectrum ----------
level = np.arange(2, 20001, dtype=float)
f_disc = (256 / 3 * level**5 / (level**2 - 1)**4
          * np.exp(2 * level * np.log((level - 1) / (level + 1))))
de_disc = 0.5 * (1 - 1 / level**2)
t, w = gauss(-12, 25, 400)
kap = np.exp(t)
f_cont = (w * kap**2 * 256 / 3 / (1 + kap**2)**4
          * np.exp(-4 * np.arctan(kap) / kap) / (-np.expm1(-2 * pi / kap)))
f_all = np.concatenate([f_disc, f_cont])
de_all = np.concatenate([de_disc, 0.5 * (1 + kap**2)])
strength_sum = np.sum(f_all)
M_spectrum = 1.5 * np.sum(f_all * de_all**2)
lnk0_spectrum = (np.sum(f_all * de_all**2 * np.log(2 * de_all))
                 / np.sum(f_all * de_all**2))
assert abs(strength_sum - 1) < 1e-6
assert abs(M_spectrum - 2) < 1e-6
assert abs(lnk0_spectrum - lnk0[1]) < 1e-5

# ---------- massive photon on the bound electron: contact limit ----------
mass_c, K_c = 1e10, 1e14
t, w = gauss(0, np.arcsinh(K_c / mass_c), 80)
bound_massive = 0.0
for ti, wi in zip(t, w):
    k = mass_c * np.sinh(ti)
    om = mass_c * np.cosh(ti)
    bound_massive += (wi * om * k**2 / om**2 * (1 - k**2 / (3 * om**2))
                      * states[1].response(om))
contact = states[1].M * 2 / 3 * (log(2 * K_c / mass_c) - 5 / 6)
assert abs(bound_massive / contact - 1) < 1e-3   # corrections ~ mass^(-1/2)

# ---------- full matching with widely separated scales ----------
za_test, K_test = 1e-10, 1e8              # K_test in units (Z alpha)^2 m
K_m = K_test * za_test**2                 # the same cutoff in units of m
high = 2 * (slope_GE - soft_integral(K_m, lam))
const_GE = high - 4 / 3 * log(1 / (2 * K_m))
const_F1 = const_GE - F2_zero / 2
assert abs(const_GE - 10 / 9) < 2e-3
assert abs(const_F1 - 11 / 18) < 2e-3


def bracket(za, bethe):
    return 4 / 3 * log(za**-2) - 4 / 3 * bethe + 10 / 9


total = {}
for n, st in states.items():
    total[n] = n**3 * 2 / 3 * st.low_integral(K_test) + high
    reference = lnk0_spectrum if n == 1 else lnk0[n]
    assert abs(total[n] - bracket(za_test, reference)) < 5e-3

# residual cutoff dependence of the low part (1S), in the bracket F
residual = {}
for K in (1e2, 1e4, 1e6, 1e8):
    low = 2 / 3 * states[1].low_integral(K)
    residual[K] = low - 4 / 3 * (log(2 * K) - lnk0_spectrum)
assert abs(residual[1e6] / residual[1e8] - 10) < 1   # falls as K^(-1/2)

# ---------- worked example: fixed point charge Z = 1 ----------
Z = 1
alpha = const.fine_structure
za = Z * alpha
m_MHz = const.m_e * const.c**2 / const.h / 1e6
unit_MHz = alpha / pi * za**4 * m_MHz

print(f"photon mass in loop test: {lam:.0e} m")
print(f"G_E slope, loop: {slope_GE:.5f} alpha/(2 pi m^2)")
print(f"G_E slope, formula: {2/3*log(1/lam):.5f} alpha/(2 pi m^2)")
print(f"F1 slope, loop: {slope_F1:.5f} alpha/(2 pi m^2)")
print(f"F2(0), loop: {F2_zero:.5f} alpha/(2 pi)")
print(f"Pauli-term reduction, relative error: {pauli_error:.1e}")
print(f"soft-vertex constant (5/6 expected): {soft_constant:.6f}")
print(f"bound massive-photon / contact value: {bound_massive/contact:.6f}")
print(f"1S sum of oscillator strengths: {strength_sum:.6f}")
print(f"1S <p(H-E)p>, spectrum: {M_spectrum:.6f} (Z alpha)^4 m^3")
print(f"ln k0 1S, response: {lnk0[1]:.5f}")
print(f"ln k0 1S, spectrum: {lnk0_spectrum:.5f}")
print(f"ln k0 2S, response: {lnk0[2]:.5f}")
print(f"constant with G_E slope: {const_GE:.4f}")
print(f"constant with F1 slope only: {const_F1:.4f}")
print(f"separated-scale test: Z alpha = {za_test:.0e}")
print(f"separated-scale test: K = {K_test:.0e} (Z alpha)^2 m")
for n in states:
    print(f"F {n}S, numerical sum: {total[n]:.4f}")
    print(f"F {n}S, closed formula: {bracket(za_test, lnk0[n]):.4f}")
for K, value in residual.items():
    print(f"1S residual in F at K = {K:.0e} (Z alpha)^2 m: {value:.5f}")
print(f"example: Z = {Z}, 1/alpha = {1/alpha:.6f}")
print(f"electron rest energy / h: {m_MHz:.6e} MHz")
print(f"(alpha/pi)(Z alpha)^4 m / h: {unit_MHz:.4f} MHz")
print(f"(4/3) ln (Z alpha)^-2: {4/3*log(za**-2):.5f}")
print(f"constant 10/9: {10/9:.5f}")
for n in states:
    F = bracket(za, lnk0[n])
    shift = unit_MHz * F / n**3
    print(f"{n}S: -(4/3) ln k0 = {-4/3*lnk0[n]:.5f}")
    print(f"{n}S: bracket F = {F:.5f}")
    print(f"{n}S: self-energy shift = {shift:.2f} MHz")
    if n == 1:
        micro_eV = shift * 1e6 * const.h / const.e * 1e6
        print(f"1S: self-energy shift = {micro_eV:.3f} micro-eV")
print("PASS")
```

Running it gives:

```
photon mass in loop test: 1e-16 m
G_E slope, loop: 24.56089 alpha/(2 pi m^2)
G_E slope, formula: 24.56091 alpha/(2 pi m^2)
F1 slope, loop: 24.31089 alpha/(2 pi m^2)
F2(0), loop: 0.99998 alpha/(2 pi)
Pauli-term reduction, relative error: 3.5e-05
soft-vertex constant (5/6 expected): 0.833333
bound massive-photon / contact value: 0.999994
1S sum of oscillator strengths: 1.000000
1S <p(H-E)p>, spectrum: 2.000000 (Z alpha)^4 m^3
ln k0 1S, response: 2.98413
ln k0 1S, spectrum: 2.98413
ln k0 2S, response: 2.81177
constant with G_E slope: 1.1111
constant with F1 slope only: 0.6111
separated-scale test: Z alpha = 1e-10
separated-scale test: K = 1e+08 (Z alpha)^2 m
F 1S, numerical sum: 58.5353
F 1S, closed formula: 58.5345
F 2S, numerical sum: 58.7651
F 2S, closed formula: 58.7644
1S residual in F at K = 1e+02 (Z alpha)^2 m: 0.62634
1S residual in F at K = 1e+04 (Z alpha)^2 m: 0.07298
1S residual in F at K = 1e+06 (Z alpha)^2 m: 0.00751
1S residual in F at K = 1e+08 (Z alpha)^2 m: 0.00075
example: Z = 1, 1/alpha = 137.035999
electron rest energy / h: 1.235590e+14 MHz
(alpha/pi)(Z alpha)^4 m / h: 813.8627 MHz
(4/3) ln (Z alpha)^-2: 13.12065
constant 10/9: 1.11111
1S: -(4/3) ln k0 = -3.97884
1S: bracket F = 10.25292
1S: self-energy shift = 8344.47 MHz
1S: self-energy shift = 34.510 micro-eV
2S: -(4/3) ln k0 = -3.74903
2S: bracket F = 10.48273
2S: self-energy shift = 1066.44 MHz
PASS
```
